# Incomplete-Basis and Core Corrections to Atomic Forces in the LAPW Method: test program

```python
"""LAPW force on a moving atom, tested against total-energy differences.

Result under test (Hartree atomic units):
    F = F_HF + F_core + F_IBS - J
F_HF   : explicit force of the density on the atom's external well
F_core : -integral(core density * grad V), core solved in spherical average of V
F_IBS  : incomplete-basis correction because the augmentation moves with the atom
J      : jump of potential-energy density at the sphere, due to finite LMAX
Model  : two Gaussian wells in a periodic cube, E_int = (G/2) integral rho^2,
         frozen radial functions, Gamma point, doubly occupied bands.
K      : plane-wave vectors;  Q : all distinct differences K' - K.
"""
import numpy as np
from itertools import product
from math import pi
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import spherical_jn
from scipy import constants as const

L, RMT, LMAX, G, NBAND = 6.0, 1.8, 8, 0.3, 4
OMEGA = L**3
DEPTH, WIDTH = [12.0, 2.5], [1.0, 2.0]
ELIN = [[-0.2, -2.0] + [0.0]*(LMAX-1), [-1.0, -0.3] + [0.0]*(LMAX-1)]
POS = np.array([[0.0, 0.0, 0.0], [2.2, 2.5, 2.3]])

# plane waves and their differences
n = np.array(list(product(range(-2, 3), repeat=3)))
n = n[(n**2).sum(1) <= 5]
K = 2*pi/L*n
NK = len(K)
qn, inv = np.unique((n[None, :, :]-n[:, None, :]).reshape(-1, 3),
                    axis=0, return_inverse=True)
inv = np.asarray(inv).reshape(NK, NK)
Q = 2*pi/L*qn
NQ = len(Q)
qabs = np.linalg.norm(Q, axis=1)
qsafe = np.where(qabs > 0, qabs, 1.0)
j1 = spherical_jn(1, qsafe*RMT)
BALL = np.where(qabs > 0, 4*pi*RMT**2*j1/qsafe, 4*pi*RMT**3/3)
NSURF = np.where(qabs > 0, 4*pi*RMT**2*j1/qsafe, 0.0)[:, None]*1j*Q
KK = K @ K.T
K2 = np.broadcast_to((K**2).sum(1)[None, :], (NK, NK))

# quadrature in a sphere, moving rigidly with the atom
NR, NT, NP = 20, 12, 24
x, wr = np.polynomial.legendre.leggauss(NR)
rad, wr = RMT*(x+1)/2, wr*RMT/2
ct, wt = np.polynomial.legendre.leggauss(NT)
az = 2*pi*np.arange(NP)/NP
st = np.sqrt(1-ct**2)
DIRS = np.stack([np.outer(st, np.cos(az)).ravel(),
                 np.outer(st, np.sin(az)).ravel(),
                 np.repeat(ct, NP)], axis=1)
WANG = np.repeat(wt, NP)*2*pi/NP
PTS = (rad[:, None, None]*DIRS[None]).reshape(-1, 3)
W = np.outer(wr*rad**2, WANG).ravel()
EQ = np.exp(1j*(PTS @ Q.T))
EQS = np.exp(1j*RMT*(DIRS @ Q.T))


def radial(s, l, r):
    """u_l = r^l f and its energy derivative r^l fd, with radial slopes."""
    e, depth, a2 = ELIN[s][l], DEPTH[s], WIDTH[s]**2

    def rhs(t, y):
        k = 2*(-depth*np.exp(-t*t/a2)-e)
        h = 2*(l+1)/t
        return [y[1], k*y[0]-h*y[1], y[3], k*y[2]-2*y[0]-h*y[3]]

    r0 = 1e-3
    c, cd = (-depth-e)/(2*l+3), -1/(2*l+3)
    sol = solve_ivp(rhs, (r0, RMT), [1+c*r0**2, 2*c*r0, cd*r0**2, 2*cd*r0],
                    method="DOP853", rtol=1e-11, atol=1e-13, dense_output=True)
    assert sol.success
    f, df, fd, dfd = sol.sol(r)
    return (r**l*f, r**l*(df+l*f/r), r**l*fd, r**l*(dfd+l*fd/r))


def sphere_basis(s, r):
    """Augmented functions about the atom: value, gradient, -Laplacian/2."""
    k = np.maximum(np.linalg.norm(K, axis=1), 1e-8)
    khat = K/k[:, None]
    khat[np.linalg.norm(K, axis=1) == 0] = [0, 0, 1]
    c = DIRS @ khat.T
    P, dP = [np.ones_like(c), c], [np.zeros_like(c), np.ones_like(c)]
    for l in range(1, LMAX):
        P.append(((2*l+1)*c*P[l]-l*P[l-1])/(l+1))
        dP.append(dP[l-1]+(2*l+1)*P[l])
    val = np.zeros((len(r), len(DIRS), NK), complex)
    dr, tang, lap = val.copy(), val.copy(), val.copy()
    v0 = -DEPTH[s]*np.exp(-r**2/WIDTH[s]**2)
    for l in range(LMAX+1):
        u, du, ud, dud = radial(s, l, np.append(r, RMT))
        det = u[-1]*dud[-1]-du[-1]*ud[-1]
        j = spherical_jn(l, k*RMT)
        dj = k*spherical_jn(l, k*RMT, derivative=True)
        a = (j*dud[-1]-dj*ud[-1])/det
        b = (dj*u[-1]-j*du[-1])/det
        F = np.outer(u[:-1], a)+np.outer(ud[:-1], b)
        dF = np.outer(du[:-1], a)+np.outer(dud[:-1], b)
        TF = (ELIN[s][l]-v0)[:, None]*F+np.outer(u[:-1], b)
        pre = (2*l+1)*1j**l/np.sqrt(OMEGA)
        val += pre*F[:, None, :]*P[l]
        dr += pre*dF[:, None, :]*P[l]
        tang += pre*(F/r[:, None])[:, None, :]*dP[l]
        lap += pre*TF[:, None, :]*P[l]
    grad = [(dr*DIRS[:, i][None, :, None]
             + tang*(khat[:, i][None, :]-c*DIRS[:, i][:, None])).reshape(-1, NK)
            for i in range(3)]
    return val.reshape(-1, NK), grad, lap.reshape(-1, NK)


PHI, GRAD, LAP, PHIS, SMT, TMT, TLAP = [], [], [], [], [], [], []
for s in range(2):
    p, gr, la = sphere_basis(s, rad)
    PHI.append(p)
    GRAD.append(gr)
    LAP.append(la)
    PHIS.append(sphere_basis(s, np.array([RMT]))[0])
    SMT.append(p.conj().T @ (W[:, None]*p))
    TMT.append(0.5*sum(d.conj().T @ (W[:, None]*d) for d in gr))
    TLAP.append(p.conj().T @ (W[:, None]*la))


def well(s, center, points):
    """Periodic Gaussian well and its spatial gradient."""
    d = (points-center)[:, :, None]+L*np.arange(-3, 4)
    e = np.exp(-d**2/WIDTH[s]**2)
    g, dg = e.sum(-1), (-2*d/WIDTH[s]**2*e).sum(-1)
    grad = np.stack([dg[:, 0]*g[:, 1]*g[:, 2], g[:, 0]*dg[:, 1]*g[:, 2],
                     g[:, 0]*g[:, 1]*dg[:, 2]], axis=1)
    return -DEPTH[s]*g.prod(1), -DEPTH[s]*grad


# core radial functions vanish at the sphere boundary
NC = np.arange(1, 9)
CHI = np.sqrt(2/RMT)*np.sin(np.outer(NC, pi*rad/RMT))
TC = 0.5*(NC*pi/RMT)**2


def scf(pos, start=None):
    """Self-consistent core and valence; returns energy and all fields."""
    wells = [[well(s, pos[s], pos[a]+PTS) for s in range(2)] for a in range(2)]
    vex = [wells[a][0][0]+wells[a][1][0] for a in range(2)]
    phk = [np.exp(1j*(K @ R)) for R in pos]
    phq = np.array([np.exp(1j*(Q @ R)) for R in pos])
    twist = [np.outer(p.conj(), p) for p in phk]
    vhat = [-DEPTH[s]*pi**1.5*WIDTH[s]**3*np.exp(-(qabs*WIDTH[s])**2/4)
            / OMEGA*phq[s] for s in range(2)]
    theta = (qabs == 0)-(phq*BALL).sum(0)/OMEGA
    S = theta[inv]+sum(twist[a]*SMT[a] for a in range(2))
    T = 0.5*KK*theta[inv]+sum(twist[a]*TMT[a] for a in range(2))
    state = start
    if state is None:
        state = [np.zeros(len(W)), np.zeros(len(W)), np.zeros(len(W)),
                 np.zeros(NQ, complex)]
    for it in range(1, 81):
        rq = state[3]
        pot = [vex[0]+G*(state[0]+state[2]), vex[1]+G*state[1]]
        ri = (EQ @ (phq*rq).T).real
        vi = np.stack([W*(vex[a]+G*ri[:, a]) for a in range(2)], axis=1)
        vq = G*rq.conj()+vhat[0]+vhat[1]-(phq*(EQ.T @ vi).T).sum(0)/OMEGA
        H = T+vq[inv]
        for a in range(2):
            H = H+twist[a]*(PHI[a].conj().T @ ((W*pot[a])[:, None]*PHI[a]))
        H, SH = (H+H.conj().T)/2, (S+S.conj().T)/2
        eps, c = eigh(H, SH, subset_by_index=[0, NBAND])
        gap, c = eps[NBAND]-eps[NBAND-1], c[:, :NBAND]
        dm = 2*c.conj() @ c.T
        newq = (np.bincount(inv.ravel(), dm.real.ravel(), NQ)
                + 1j*np.bincount(inv.ravel(), dm.imag.ravel(), NQ))/OMEGA
        newv = [2*(abs(PHI[a] @ (phk[a][:, None]*c))**2).sum(1) for a in range(2)]
        vbar = pot[0].reshape(NR, -1) @ WANG/(4*pi)
        ec, cc = np.linalg.eigh(np.diag(TC)+(CHI*wr*vbar) @ CHI.T)
        chi = cc[:, 0] @ CHI
        newc = np.repeat(2*chi**2/(4*pi*rad**2), len(DIRS))
        new = [newv[0], newv[1], newc, newq]
        change = max(abs(b-a).max() for a, b in zip(state, new))
        if change < 1e-8:
            break
        state = [a+0.7*(b-a) for a, b in zip(state, new)]
    assert change < 1e-8, "self-consistency not reached"
    rho = [new[0]+new[2], new[1]]
    ri = (EQ @ (phq*newq).T).real
    energy = (dm*T).sum().real+2*(cc[:, 0]**2 @ TC)
    energy += OMEGA*((newq*(vhat[0]+vhat[1])).sum().real
                     + G/2*(abs(newq)**2).sum())
    for a in range(2):
        energy += W @ (vex[a]*(rho[a]-ri[:, a])+G/2*(rho[a]**2-ri[:, a]**2))
    return dict(E=energy, eps=eps[:NBAND], gap=gap, c=c, dm=dm, ec=ec[0],
                state=new, rho=rho, ri=ri, wells=wells, vex=vex, phk=phk,
                phq=phq, twist=twist, vhat=vhat, pos=pos, it=it)


def forces(z, a):
    """Separate force contributions on atom a and two other IBS forms."""
    c, eps, dm = z["c"], z["eps"], z["dm"]
    de = 2*(c.conj()*eps) @ c.T
    pc = z["phk"][a][:, None]*c
    psi = PHI[a] @ pc
    gpsi = [g @ pc for g in GRAD[a]]
    grho = np.stack([4*(psi.conj()*g).real.sum(1) for g in gpsi], axis=1)
    V = z["vex"][a]+G*z["rho"][a]
    rq = z["state"][3]
    hf = -OMEGA*(1j*Q*(rq*z["vhat"][a])[:, None]).sum(0).real
    for b in range(2):
        hf = hf+(W*(z["rho"][b]-z["ri"][:, b])) @ z["wells"][b][a][1]
    rc = z["state"][2] if a == 0 else np.zeros(len(W))
    # the core's own spherical field exerts no net force on the core
    core = -(W*rc) @ (z["wells"][a][0][1]+z["wells"][a][1][1]+G*grho)
    vm = PHI[a].conj().T @ ((W*V)[:, None]*PHI[a])
    pot = (W*V) @ grho
    ns = NSURF*z["phq"][a][:, None]/OMEGA

    def matrix_form(tint, tsph):
        surf, vol = np.zeros(3), np.zeros(3)
        block = z["twist"][a]*(dm*(tsph+vm)-de*SMT[a])
        for i in range(3):
            surf[i] = ((0.5*tint*dm-de)*ns[:, i][inv]).sum().real
            vol[i] = (-1j*Q[:, i][inv]*block).sum().real
        return surf, vol

    surf, vol = matrix_form(KK, TMT[a])
    ibs_lap = pot+sum(matrix_form(K2, TLAP[a]))
    resid = LAP[a] @ pc+(V[:, None]-eps)*psi
    pulay = np.array([-4*(W[:, None]*(PHI[a] @ (1j*K[:, i][:, None]*pc)
                      - gpsi[i]).conj()*resid).sum().real for i in range(3)])
    edge = z["pos"][a]+RMT*DIRS
    vs = sum(well(s, z["pos"][s], edge)[0] for s in range(2))
    rm = 2*(abs(PHIS[a] @ pc)**2).sum(1)
    rs = (EQS @ (z["phq"][a]*rq)).real
    jump = (RMT**2*WANG*(vs*(rm-rs)+G/2*(rm**2-rs**2))) @ DIRS
    ibs = pot+surf+vol
    return dict(hf=hf, core=core, pot=pot, surf=surf, vol=vol, ibs=ibs,
                lap=ibs_lap, pulay=pulay, jump=jump, total=hf+core+ibs-jump)


ref = scf(POS)
fa, fb = forces(ref, 0), forces(ref, 1)
step = 0.002
direction = np.array([1.0, 2.0, 3.0])/np.sqrt(14)
shift = np.array([direction*step, np.zeros(3)])
plus, minus = scf(POS+shift, ref["state"]), scf(POS-shift, ref["state"])
fd = -(plus["E"]-minus["E"])/(2*step)
proj = {name: vec @ direction for name, vec in fa.items()}


def show(label, value, unit, digits=6):
    vals = " ".join(f"{t:.{digits}f}" for t in np.atleast_1d(value))
    print(f"{label}: {vals} {unit}")


show("cube edge", L, "bohr", 2)
show("sphere radius, both atoms", RMT, "bohr", 2)
show("position of atom A", POS[0], "bohr", 2)
show("position of atom B", POS[1], "bohr", 2)
show("well depths A, B", DEPTH, "hartree", 2)
show("well widths A, B", WIDTH, "bohr", 2)
show("contact interaction G", G, "hartree bohr^3", 2)
print("number of plane waves:", NK, "; l cutoff:", LMAX)
show("largest K times sphere radius", np.sqrt(K2.max())*RMT, "(no unit)", 3)
show("core level of A", ref["ec"], "hartree", 4)
show("occupied valence levels", ref["eps"], "hartree", 4)
show("gap to next level", ref["gap"], "hartree", 4)
show("core electrons in sphere A", W @ ref["state"][2], "electrons", 5)
show("valence electrons in sphere A", W @ ref["state"][0], "electrons", 5)
show("valence electrons in sphere B", W @ ref["state"][1], "electrons", 5)
show("total energy", ref["E"], "hartree", 8)
FU = "hartree/bohr"
for key, label in [("hf", "F_HF"), ("core", "F_core"), ("ibs", "F_IBS"),
                   ("jump", "jump J"), ("total", "total force")]:
    show(label+" on A (x y z)", fa[key], FU)
show("total force on B (x y z)", fb["total"], FU)
show("displacement direction", direction, "(unit vector)", 5)
show("displacement step", step, "bohr", 4)
show("energy at plus step", plus["E"], "hartree", 9)
show("energy at minus step", minus["E"], "hartree", 9)
for key, label in [("hf", "F_HF"), ("core", "F_core"),
                   ("pot", "IBS potential-gradient part"),
                   ("surf", "IBS surface part"), ("vol", "IBS sphere-matrix part"),
                   ("ibs", "F_IBS"), ("lap", "F_IBS, Laplacian form"),
                   ("pulay", "F_IBS, Pulay form"), ("jump", "jump J"),
                   ("total", "total analytic force")]:
    show("along direction, "+label, proj[key], FU, 7)
show("along direction, force from energy difference", fd, FU, 7)
print(f"analytic minus energy-difference force: {proj['total']-fd:.2e} {FU}")
print(f"largest component of F_A + F_B: {abs(fa['total']+fb['total']).max():.2e} {FU}")
show("error if F_core is omitted", proj["total"]-proj["core"]-fd, FU)
show("error if F_IBS is omitted", proj["total"]-proj["ibs"]-fd, FU)
show("error if both are omitted", proj["hf"]-proj["jump"]-fd, FU)
force_ev = const.physical_constants["atomic unit of force"][0]/const.e*1e-10
show("total analytic force along direction", proj["total"]*force_ev, "eV/angstrom", 4)

# quadrature and finite-step errors set the first two tolerances
assert ref["gap"] > 0.05
assert abs(proj["total"]-fd) < 2e-5
assert abs(fa["total"]+fb["total"]).max() < 2e-5
# these equalities hold up to the boundary mismatch left by finite LMAX
for f in (fa, fb):
    assert abs(f["lap"]-f["ibs"]).max() < 2e-3
    assert abs(f["pulay"]-f["ibs"]).max() < 2e-3
    assert abs(f["jump"]).max() < 2e-3
# each correction is needed to reproduce the energy derivative
assert abs(proj["total"]-proj["core"]-fd) > 1e-3
assert abs(proj["total"]-proj["ibs"]-fd) > 1e-3
print("success")
```

Printed output:

```
cube edge: 6.00 bohr
sphere radius, both atoms: 1.80 bohr
position of atom A: 0.00 0.00 0.00 bohr
position of atom B: 2.20 2.50 2.30 bohr
well depths A, B: 12.00 2.50 hartree
well widths A, B: 1.00 2.00 bohr
contact interaction G: 0.30 hartree bohr^3
number of plane waves: 57 ; l cutoff: 8
largest K times sphere radius: 4.215 (no unit)
core level of A: -5.1734 hartree
occupied valence levels: -1.9128 -1.8815 -1.8750 -1.0756 hartree
gap to next level: 0.5913 hartree
core electrons in sphere A: 2.00000 electrons
valence electrons in sphere A: 5.61144 electrons
valence electrons in sphere B: 1.51288 electrons
total energy: -25.18948901 hartree
F_HF on A (x y z): 0.305441 0.245254 0.293150 hartree/bohr
F_core on A (x y z): 0.116372 0.094028 0.111753 hartree/bohr
F_IBS on A (x y z): 0.081190 0.060590 0.074950 hartree/bohr
jump J on A (x y z): 0.000000 0.000000 0.000000 hartree/bohr
total force on A (x y z): 0.503003 0.399872 0.479853 hartree/bohr
total force on B (x y z): -0.503003 -0.399872 -0.479853 hartree/bohr
displacement direction: 0.26726 0.53452 0.80178 (unit vector)
displacement step: 0.0020 bohr
energy at plus step: -25.190957212 hartree
energy at minus step: -25.188025560 hartree
along direction, F_HF: 0.4477690 hartree/bohr
along direction, F_core: 0.1709633 hartree/bohr
along direction, IBS potential-gradient part: 0.0229633 hartree/bohr
along direction, IBS surface part: 0.1343249 hartree/bohr
along direction, IBS sphere-matrix part: -0.0431085 hartree/bohr
along direction, F_IBS: 0.1141797 hartree/bohr
along direction, F_IBS, Laplacian form: 0.1141797 hartree/bohr
along direction, F_IBS, Pulay form: 0.1141797 hartree/bohr
along direction, jump J: 0.0000001 hartree/bohr
along direction, total analytic force: 0.7329119 hartree/bohr
along direction, force from energy difference: 0.7329128 hartree/bohr
analytic minus energy-difference force: -9.54e-07 hartree/bohr
largest component of F_A + F_B: 2.19e-09 hartree/bohr
error if F_core is omitted: -0.170964 hartree/bohr
error if F_IBS is omitted: -0.114181 hartree/bohr
error if both are omitted: -0.285144 hartree/bohr
total analytic force along direction: 37.6878 eV/angstrom
success
```
